\section*{How the Slope Boundary Travels on a Spiral Growth Hillock, part 2}

A screw dislocation feeds a spiral hillock on a growing crystal face. At $t=0$ the relative supersaturation, uniform over the face, changes from $\sigma_1$ to $\sigma_2$. The question is how the boundary between the old and new slopes moves along a ray from the centre, with $r$ the distance along it. Subscripts $t$, $r$ and $s$ denote derivatives. No islands nucleate on the terraces, and no other dislocation emerges on the flank.

So far there has been one proviso: the speed $v$ of a straight step depends on $\sigma$ but not on the terrace width $\lambda$. With step curvature ignored, the step density $\rho=1/\lambda$ then obeys, after the switch,
\begin{equation}
\rho_t+v_2\rho_r=0,\qquad \rho(r,t)=F(r-v_2t), \label{eq:advect}
\end{equation}
where $F$ is fixed by the old profile for $r>v_2t$ and by what the centre has emitted since the switch for $r<v_2t$. The boundary is at $r=v_2t$.

Curvature sets the emitted width. In the critical radius $r_c$, $k_B$ is Boltzmann's constant and $T$ the temperature. A steadily rotating spiral has polar angle $\omega t+f(r)$. With $s=r/r_c$ and $g=1+s^2f_s^2$,
\begin{equation}
Ks=\sqrt g+\frac{sf_{ss}+2f_s+s^2f_s^3}{g},\qquad K=\frac{\omega r_c}{v}. \label{eq:eigen}
\end{equation}
For a step ending at a point, with no hollow core, $f_s=-1/2$ at the centre and $K=0.3310$, so $\lambda=2\pi r_c/K=18.985\,r_c$.

Curvature also delays the boundary. Far from the centre, its travel time from radius $a$ to $b$ is
\begin{equation}
t_{ab}=\frac1{v_2}\left[b-a+r_{c2}\ln\frac{b-r_{c2}}{a-r_{c2}}\right]. \label{eq:lag}
\end{equation}
In a numerical solution of the full spiral with $\sigma$ raised by a factor $1.5$, the lag behind $v_2t$ was $1.41\,r_{c1}$ at $r=160\,r_{c1}$, including the adjustment of the core.

\section{Width-dependent speed and a solution-grown crystal}

\textbf{Q.} Before I attack the proviso, tell me which symbols and results we keep.

\textbf{A.} On a ray from the centre, $\rho=1/\lambda$ is the step density, $\lambda$ the terrace width, $h$ the step height and $p=h\rho$ the slope. Indices 1 and 2 mark the old and new states, so after the switch the old slope lies outside and the new one inside. The relative supersaturation is $\sigma$, the speed of a straight step is $v$, and $r_c=\Omega\gamma/(k_BT\sigma)$ is the critical radius, with molecular volume $\Omega$ and riser energy $\gamma$. A single spiral emits terraces of width $\lambda=18.985\,r_c$. Steps are conserved on the ray, $\rho_t+(\rho v)_r=0$ for $r\gg r_c$. If $v$ does not depend on $\lambda$, the boundary moves at $v_2$ and stays on one step, apart from a logarithmic lag.

\textbf{Q.} Now let closely spaced steps compete for material, so that $v$ depends on $\rho$. Each step still moves at its own speed. Why should the boundary not go with it?

\textbf{A.} Because a step that crosses into a region of different width changes its speed. Write $q(\rho)=\rho v(\rho)$ for the number of steps passing a point per unit time. The chain rule gives
\begin{equation}
\rho_t+q'(\rho)\rho_r=0,\qquad q'(\rho)=v+\rho\frac{dv}{d\rho}. \label{eq:wave}
\end{equation}
A given density travels at $q'$. If crowding slows the steps, $dv/d\rho<0$ and $q'<v$. The steps overtake the pattern that they form.

\textbf{Q.} That is for a smooth profile. What if the boundary is sharp?

\textbf{A.} Count steps between fixed radii $a$ and $b$ with the boundary at $R$ between them. Their number is $\rho_2(R-a)+\rho_1(b-R)$. Its rate of change is $(\rho_2-\rho_1)\dot R$, and it must equal the inflow minus the outflow, $q_2-q_1$. Here both $q$ values are taken at the new supersaturation. Thus
\begin{equation}
\dot R=\frac{q_2-q_1}{\rho_2-\rho_1}. \label{eq:jump}
\end{equation}
For constant $v$ this is $v(\rho_2-\rho_1)/(\rho_2-\rho_1)=v$, as before.

The same equation shows when the proviso is needed. Rearranged, it reads
\begin{equation}
\rho_2\,[v(\rho_2)-\dot R]=\rho_1\,[v(\rho_1)-\dot R].
\end{equation}
Each side is the number of steps passing through the boundary per unit time. If the boundary moves with the inner steps, the left side is zero. The right side must then vanish too, so $v(\rho_1)=v(\rho_2)$. A sharp boundary can travel with the steps on condition that the speed is the same at the two widths concerned.

\textbf{Q.} Give me a mechanism, not an arbitrary function.

\textbf{A.} Take growth from a stirred solution. Material crosses a layer of thickness $\delta$ by diffusion, with diffusivity $D$, and enters the crystal at the steps. Let $C_e$ be the equilibrium concentration, $c_b=C_e\sigma$ the excess in the bulk, and $c_s$ the excess at the face. With a kinetic coefficient $\beta$, the step speed is
\begin{equation}
v=\beta\Omega c_s .
\end{equation}
The face advances at $h\rho v$ and takes up $h\rho v/\Omega=\beta h\rho c_s$ molecules per unit area and time. In a steady layer this equals the supply:
\begin{equation}
\frac{D(c_b-c_s)}{\delta}=\beta h\rho c_s .
\end{equation}
Multiply by $\delta/D$ and collect $c_s$:
\begin{equation}
c_b=c_s(1+\Lambda\rho),\qquad \Lambda=\frac{\beta h\delta}{D}.
\end{equation}
The speed follows as
\begin{equation}
v=\frac{v_0}{1+\Lambda\rho}=\frac{v_0}{1+\Lambda/\lambda},\qquad v_0=\beta\Omega C_e\sigma. \label{eq:deplete}
\end{equation}
The length $\Lambda$ measures the competition. When $\lambda\gg\Lambda$, the speed is nearly independent of width, and the simple law is a good approximation. This treatment needs terraces much narrower than $\delta$ and slopes that vary little over a distance $\delta$ along the face. It leaves out the converging flow of molecules toward each separate step.

\textbf{Q.} What does it do to the boundary?

\textbf{A.} With $q=v_0\rho/(1+\Lambda\rho)$,
\begin{equation}
q'=v_0\frac{(1+\Lambda\rho)-\Lambda\rho}{(1+\Lambda\rho)^2}=\frac{v_0}{(1+\Lambda\rho)^2}. \label{eq:char}
\end{equation}
Dense regions carry their pattern more slowly. After a fall of $\sigma$, the new inner region has the smaller density. Its pattern runs into the slower outer one, and the boundary stays sharp. For the jump in $q$,
\begin{equation}
q_2-q_1=v_0\frac{\rho_2(1+\Lambda\rho_1)-\rho_1(1+\Lambda\rho_2)}{(1+\Lambda\rho_1)(1+\Lambda\rho_2)}
=\frac{v_0(\rho_2-\rho_1)}{(1+\Lambda\rho_1)(1+\Lambda\rho_2)},
\end{equation}
because the products $\Lambda\rho_1\rho_2$ cancel. Equation \eqref{eq:jump} then gives
\begin{equation}
\dot R=\frac{v_0}{(1+\Lambda\rho_1)(1+\Lambda\rho_2)}. \label{eq:shock}
\end{equation}
This is slower than the steps on either side.

After a rise of $\sigma$, the inner region is denser and its pattern lags behind. The boundary opens into a zone whose edges move at $q'(\rho_2)$ and $q'(\rho_1)$. Inside the zone each density keeps its own speed, so $r/t=q'(\rho)$. Solving \eqref{eq:char} for the width gives
\begin{equation}
\lambda=\frac{\Lambda}{\sqrt{v_0t/r}-1}. \label{eq:fan}
\end{equation}

\textbf{Q.} A real flank consists of separate steps. Does the continuous density describe them?

\textbf{A.} I integrated the motion of trains of straight steps numerically. Each step obeyed \eqref{eq:deplete}, with $\lambda$ the width of the terrace in front of it. For widths $3\Lambda$ inside and $1.5\Lambda$ outside, \eqref{eq:shock} gives $v_0/[(5/3)(4/3)]=0.450\,v_0$. The midpoint of the width profile moved at $0.4497\,v_0$ between times $100\,\Lambda/v_0$ and $500\,\Lambda/v_0$. The steps themselves moved at $0.75\,v_0$ inside and $0.60\,v_0$ outside.

With the two widths exchanged, the boundary opened. At $r=0.45\,v_0t$ and $t=1500\,\Lambda/v_0$ the terrace width was $2.034\,\Lambda$, against $2.038\,\Lambda$ from \eqref{eq:fan}.

This agreement depends on the rule chosen. Using the terrace in front damps short-wave disturbances, whereas depletion of a solution has no such preference. If $\lambda$ is the mean of the terraces in front and behind, the boundary with $3\Lambda$ inside does not stay sharp but breaks into a widening train of oscillating widths. If the terrace behind has the larger weight, the train is unstable and the steps bunch.

\textbf{Q.} Push the competition to its limit. Suppose that the steps take everything they can get.

\textbf{A.} For $\Lambda\rho\gg1$, equation \eqref{eq:deplete} becomes $v=v_0\lambda/\Lambda$. Then $q=v_0/\Lambda$ does not depend on density, and $q'=0$. To this order the boundary stands still while steps stream through it. Supply alone fixes the growth rate, so both slopes rise equally fast.

Growth from a molecular beam reaches the same limit if every arriving atom is built in at a step near its landing point. Let $J$ be the number arriving per unit area and time. The growth rate is $h\rho v=\Omega J$, hence $v=\Omega J\lambda/h$. The boundary would not travel outward at the step speed there.

\textbf{Q.} Does a train of separate steps also leave it at rest?

\textbf{A.} Nearly. I used $v=\alpha\lambda$ with $\alpha=0.4\,v_0/\Lambda$, and again $3\Lambda$ inside and $1.5\Lambda$ outside. By $t=500\,\Lambda/v_0$ the outer steps had moved $300\,\Lambda$. The midpoint of the width profile had moved inward by $8.1\,\Lambda$.

This drift comes from smoothing. Number the terraces outward by $i$. The difference of the speeds of its two edges gives $d\lambda_i/dt=\alpha(\lambda_{i+1}-\lambda_i)$. In the numbering, the boundary shifts by $\alpha t$ terraces and acquires a nearly Gaussian spread of variance $\alpha t$. Terraces just outside the midpoint are therefore wider than $1.5\Lambda$. Their total excess is
\begin{equation}
(3-1.5)\Lambda\int_0^\infty\frac12\,\mathrm{erfc}\!\left(\frac{u}{\sqrt{2\alpha t}}\right)du
=1.5\,\Lambda\sqrt{\frac{\alpha t}{2\pi}}\simeq8.5\,\Lambda .
\end{equation}
The outer steps are unaffected, so the midpoint is displaced inward by about this amount. The drift grows as $\sqrt t$ and the step travel as $t$, so their ratio tends to zero. This smoothing belongs to steps fed from the terrace in front. If both terraces feed a step equally, the midpoint stays within a few $\Lambda$ of its starting place over the same time, and the widths outside it oscillate.

\textbf{Q.} Now show me a crystal for which the simple law is useful.

\textbf{A.} Consider potassium dihydrogen phosphate growing on a seed of the same material from stirred aqueous solution. The following inputs are rough typical values, not measurements of one crystal. The temperature is $303$ K, $\gamma=20$ mJ/m$^2$ and $h=0.51$ nm. A molar mass of $136.1$ g/mol and a density of $2.34$ g/cm$^3$ give $\Omega=0.0966$ nm$^3$. The kinetic coefficient is $\beta=1000$ $\mu$m/s, and the solute occupies a fraction $\Omega C_e=0.10$ of the solution, counted as crystal volume. Let $\sigma$ rise from $0.02$ to $0.03$ at constant temperature.

The old critical radius is
\begin{equation}
r_{c1}=\frac{(0.0966\times10^{-27}\,\mathrm{m^3})(0.020\,\mathrm{J/m^2})}{(1.381\times10^{-23}\,\mathrm{J/K})(303\,\mathrm K)(0.02)}=23.1\,\mathrm{nm},
\end{equation}
and the new one is smaller by the factor $2/3$, or $15.4$ nm. Multiplication by $18.985$ gives $\lambda_1=438$ nm and $\lambda_2=292$ nm; with the driving energy $k_BT\ln(1+\sigma)$ in place of $k_BT\sigma$ they would be $443$ and $297$ nm. The slopes are $p_1=0.51/438=1.16\times10^{-3}$ and $p_2=0.51/292=1.75\times10^{-3}$. Without depletion, the step speeds are
\begin{align}
v_1&=(1000\,\mu\mathrm{m/s})(0.10)(0.02)=2.00\,\mu\mathrm{m/s},\nonumber\\
v_2&=(1000\,\mu\mathrm{m/s})(0.10)(0.03)=3.00\,\mu\mathrm{m/s}.
\end{align}
After $100$ s the boundary is at $3.00\times100=300$ $\mu$m.

\textbf{Q.} What would the growth rate show in the meantime?

\textbf{A.} Before the switch it is $p_1v_1=2.33$ nm/s. Afterwards the outer flank grows at $p_1v_2=3.49$ nm/s, and the inner one at $p_2v_2=5.24$ nm/s. A point on the flank thus has two increases by a factor $1.5$: one at the switch, when the steps speed up, and one when the boundary arrives with its denser steps. In $100$ s the apex rises by $524$ nm.

\textbf{Q.} You have left out the depletion that you just derived.

\textbf{A.} Take $\delta=20$ $\mu$m and $D=700$ $\mu$m$^2$/s. Then
\begin{equation}
\Lambda=\frac{(1000\,\mu\mathrm{m/s})(0.51\times10^{-3}\,\mu\mathrm m)(20\,\mu\mathrm m)}{700\,\mu\mathrm{m^2/s}}=14.6\,\mathrm{nm}.
\end{equation}
This is small beside the terraces, but it acts twice. The lower supersaturation at the face also enlarges $r_c$ by $1+\Lambda/\lambda$. If $\lambda_0$ is the width without depletion, then $\lambda=\lambda_0(1+\Lambda/\lambda)$. Multiplying by $\lambda$ and taking the positive root gives
\begin{equation}
\lambda=\tfrac12\left(\lambda_0+\sqrt{\lambda_0^2+4\lambda_0\Lambda}\right).
\end{equation}
The widths become $452$ nm and $306$ nm. Steps on the new slope move at $3.00/(1+14.6/306)=2.86$ $\mu$m/s.

If \eqref{eq:char} applied, the edges of the boundary zone would move at $3.00/(1+14.6/306)^2=2.73$ $\mu$m/s and $3.00/(1+14.6/452)^2=2.82$ $\mu$m/s. After $100$ s they would lie at $273$ and $282$ $\mu$m. That zone is narrower than $\delta$, so the local model fails there. Diffusion along the face gives neighbouring steps on the two sides nearly the same supersaturation, and the jump in terrace width stays with its step. The speed of this step lies between the $2.86$ $\mu$m/s of the new slope and the $3.00/(1+14.6/452)=2.91$ $\mu$m/s of the old one. After $100$ s the jump is therefore at about $289$ $\mu$m, some $4$ per cent short of $300$ $\mu$m. The competition shows itself in another way: terraces near the jump, on both sides, become wider than those farther away on the same side.

\textbf{Q.} And the lag from curvature, and the time that the solution needs to respond?

\textbf{A.} The numerical spiral with the same ratio of supersaturations had a lag of $1.41\,r_{c1}$ at $160\,r_{c1}$. Beyond that radius the logarithmic law adds $r_{c2}\ln(r/160r_{c1})$. At $300$ $\mu$m the total is about $100$ nm, which is negligible here.

For the solution, let $y$ be the distance from the face divided by $\delta$. A decaying disturbance $\sin[\mu(1-y)]$ vanishes at the bulk side. The uptake condition at the face, $dc/dy=(\Lambda/\lambda_2)c$, requires $\mu\cot\mu=-\Lambda/\lambda_2$. The smallest root gives a decay time $\delta^2/(D\mu^2)=0.22$ s. The layer follows quickly. A real vessel may take longer to change its bulk supersaturation. The boundary has then travelled $\int v\,dt$, and the steps emitted during the change form a transition zone.

\textbf{Q.} Would you apply these numbers to a real crystal of this salt?

\textbf{A.} As a guide to size. Its hillocks can be polygonal, with sectors of different step speed. Within each sector the argument applies along the ray perpendicular to the steps, with that sector's speed. On a ray inclined to it by an angle $\theta$, the crossings and the boundary both move faster by the factor $1/\cos\theta$. In a sector at half the assumed speed, the boundary would be at $150$ $\mu$m after $100$ s, and this uncertainty exceeds the depletion correction. Impurities can slow or pin steps at low supersaturation. A uniform slowing replaces $v_2$ by the actual speed, but pinning that depends on terrace width breaks the proviso. Step bunching breaks the description by one smooth density.

The slope is uncertain as well. The strain of the dislocation can open a hollow core, which \eqref{eq:eigen} leaves out. If the step ends at right angles on a core wall of radius $r_{c1}$, the old width is $22.6\,r_{c1}$, and a rise of $\sigma$ by $1.5$ steepens the slope by a factor of $1.32$ only. The salt dissociates in water. If two independent ions contribute, the driving energy at the same $\sigma$ doubles. With $\gamma$ held fixed, $r_c$ halves and $\lambda_2$ becomes $146$ nm. With the step speed also held fixed and depletion neglected, the boundary still reaches $300$ $\mu$m. A group of dislocations can likewise emit another slope, depending on their signs and spacing, but equation \eqref{eq:advect} makes no use of how the centre chose it.

Numerical values quoted here were computed with a short program.
